# Cumulant spectra by FFT with finite on-shell damping

## A constant damping function

Set $\hbar=1$ and measure $\omega$ from the level $e_0$ of the starting Green function. Let $\beta(\omega)=-\operatorname{Im}\Sigma(e_0+\omega)/\pi$, with $\Sigma$ the retarded self-energy. The cumulant function, derived in the next section, is

$$C(t)=\int d\omega\,\beta(\omega)\,\frac{e^{-i\omega t}-1+i\omega t}{\omega^2},\qquad t\ge 0. \tag{1}$$

Take $\beta=b_0$, a constant, with symmetric frequency limits. The imaginary part of the integrand is odd and drops out. The rest is $-b_0I(t)$ with $I(t)=\int d\omega\,(1-\cos\omega t)/\omega^2$. Since $I(0)=0$ and $I'(t)=\int d\omega\,\sin(\omega t)/\omega=\pi$, we get $C=-\pi b_0t$. The spectrum is a Lorentzian of half width $\Gamma=\pi b_0=-\operatorname{Im}\Sigma(e_0)$.

The integrand of (1) is harmless at $\omega=0$, where the fraction tends to $-t^2/2$. An FFT, however, needs $\int\beta e^{-i\omega t}/\omega^2$ by itself, and this diverges when $b_0\neq0$. Suppose the offending point is simply left out of a grid $\omega_k=kh$. From $\sum_{k\ge1}\cos(kx)/k^2=\pi^2/6-\pi x/2+x^2/4$ for $0\le x\le2\pi$,

$$\sum_{k\ne0}h\,b_0\frac{\cos(kht)-1}{k^2h^2}
=\frac{2b_0}{h}\left(-\frac{\pi ht}{2}+\frac{h^2t^2}{4}\right)
=-\pi b_0t+\frac{hb_0t^2}{2}. \tag{2}$$

The second term is the error. At $t=T=2\pi/h$ it equals $\pi b_0T$ and cancels the damping completely. One missing point therefore produces a false revival.

## Origin and validity of the kernel

Let $e_0$ contain the static exchange, so that the remaining $\Sigma$ is dynamic and has the representation $\Sigma(e_0+\omega)=\int dx\,\beta(x)/(\omega-x+i0^+)$. In time,

$$G_0(t)=-i\theta(t)e^{-ie_0t},\quad \Sigma(t)=-i\theta(t)e^{-ie_0t}B(t),\quad B(t)=\int dx\,\beta(x)e^{-ixt}.$$

Write $G=G_0e^{C}$ and require that its first-order part $G_0C$ equal $G_0\Sigma G_0$. The product contains three factors $-i$, and its exponentials combine to $e^{-ie_0t}$. For a self-energy of duration $u$, the starting time can lie anywhere in an interval of length $t-u$. Hence

$$-iC(t)=(-i)^3\int_0^t(t-u)B(u)\,du
\;\Rightarrow\; C(t)=-\int_0^t(t-u)B(u)\,du. \tag{3}$$

Integration by parts gives

$$\int_0^t(t-u)e^{-ixu}du=\frac{t}{ix}-\frac{1}{ix}\int_0^te^{-ixu}du
=-\frac{e^{-ixt}-1+ixt}{x^2},$$

which turns (3) into (1).

Exponentiation is exact for one initially empty level coupled linearly to harmonic bosons in thermal equilibrium. The coupling $\phi(t)=g(be^{-i\omega_0t}+b^\dagger e^{i\omega_0t})$ is then a Gaussian field. The average of its time-ordered exponential is $\exp[-\int_0^t(t-u)\langle\phi(u)\phi(0)\rangle du]$, and $\langle\phi(u)\phi(0)\rangle=g^2[(n+1)e^{-i\omega_0u}+ne^{i\omega_0u}]$ is the corresponding $B(u)$. Diagonalization of this model at three times agrees with $e^C$ to rounding error. With a GW self-energy of a many-electron system, (1) is an approximation. "On shell" here means at $e_0$, not at the shifted quasiparticle energy.

## Removing the singularity

Assume that $\beta$ is integrable and twice continuously differentiable near zero. Let $b_0=\beta(0)$, $b_1=\beta'(0)$, $g(\omega)=e^{-\omega^2/2s^2}$, and split

$$\beta(\omega)=(b_0+b_1\omega)g(\omega)+\omega^2r(\omega). \tag{4}$$

Because $g=1-\omega^2/2s^2+\dots$, the value and slope cancel, and the quadratic terms give

$$r(0)=\tfrac12\beta''(0)+\frac{b_0}{2s^2}.$$

**Even reference part.** For $b_0g$, $B(u)=b_0s\sqrt{2\pi}\,e^{-s^2u^2/2}$. Equation (3) needs

$$\int_0^t(t-u)e^{-s^2u^2/2}du=\frac ts\sqrt{\frac\pi2}\operatorname{erf}\frac{st}{\sqrt2}-\frac{1-e^{-s^2t^2/2}}{s^2}.$$

Multiplication by $-b_0s\sqrt{2\pi}$ gives

$$C_0=-b_0\left[\pi t\operatorname{erf}\frac{st}{\sqrt2}-\frac{\sqrt{2\pi}}{s}\left(1-e^{-s^2t^2/2}\right)\right]. \tag{5}$$

**Odd reference part.** For $b_1\omega g$, one power of $\omega$ cancels in (1). The term $(\cos\omega t-1)/\omega$ is odd and integrates to zero. What remains is $ib_1\int g\,[t-\sin(\omega t)/\omega]\,d\omega$. The sine integral vanishes at $t=0$ and has derivative $\int g\cos\omega t\,d\omega=s\sqrt{2\pi}e^{-s^2t^2/2}$, so it equals $\pi\operatorname{erf}(st/\sqrt2)$. Thus

$$C_1=ib_1\left[\sqrt{2\pi}\,st-\pi\operatorname{erf}\frac{st}{\sqrt2}\right]. \tag{6}$$

**Remainder.** Now the three terms may be separated:

$$C=C_0+C_1+R(t)-R(0)+itM,\quad R(t)=\int re^{-i\omega t}d\omega,\quad M=\int\omega r\,d\omega. \tag{7}$$

One FFT gives $R$ at all times. The width $s$ is arbitrary in the continuum; numerically, $g$ must be resolved by the grid and fit inside it.

## Quasiparticle data from the same split

At long times $R(t)\to0$, because $r$ is integrable, and the error functions tend to one. Equation (7) becomes

$$C(t)\to\ln Z-i\Delta t-\Gamma t,\qquad \Gamma=\pi b_0,$$

$$\Delta=-(M+\sqrt{2\pi}\,sb_1),\qquad
\ln Z=-R(0)+\frac{\sqrt{2\pi}\,b_0}{s}-i\pi b_1. \tag{8}$$

These are self-energy data. First, $\operatorname{Re}\Sigma(e_0)=-P\!\int\beta/x\,dx$. The even reference part contributes nothing to this principal value, the odd part contributes $-\sqrt{2\pi}sb_1$, and the remainder contributes $-M$. The sum is $\Delta$.

For the slope, take the pieces of (4) in turn. The even part gives $b_0P\!\int g(\omega-y)/y\,dy$. Its derivative at zero is $b_0\int g(y)/s^2\,dy=\sqrt{2\pi}b_0/s$. The odd part has zero real slope by parity. For the remainder let $F(\omega)=P\!\int x^2r/(\omega-x)\,dx$; then $[F(\omega)-F(0)]/\omega=P\!\int xr/(\omega-x)\,dx\to-R(0)$. Finally $\operatorname{Im}\Sigma'(e_0)=-\pi b_1$. Therefore $\ln Z=\Sigma'(e_0)$, a complex number.

With $\varphi=\arg Z=-\pi b_1$ and $x=\omega-\Delta$, the long-time form alone gives the line

$$A_{\rm qp}(\omega)=\frac1\pi\operatorname{Re}\frac{Z}{\Gamma-ix}
=\frac{|Z|}{\pi}\,\frac{\Gamma\cos\varphi-x\sin\varphi}{x^2+\Gamma^2}. \tag{9}$$

The slope of the damping makes the line asymmetric. Setting $x=\Gamma\tan\vartheta$ turns the line shape into $|Z|[\cos\varphi+\cos(2\vartheta+\varphi)]/(2\pi\Gamma)$. Its maximum is at $x=-\Gamma\tan(\varphi/2)$, with height $|Z|\cos^2(\varphi/2)/(\pi\Gamma)$.

If $b_0=0$, nonnegativity of a differentiable $\beta$ forces $b_1=0$. Then $Z=\exp(-\int\beta/\omega^2)$ is real and the line becomes a delta function of weight $Z$. In the opposite limit, where $\beta$ is confined to frequencies far below $\sqrt{\kappa_2}$, $\kappa_2=\int\beta$, the kernel is $-t^2/2$ throughout the decay. The spectrum is then a Gaussian of standard deviation $\sqrt{\kappa_2}$, and $\Gamma$ is not its visible width.

## Time grid and spectrum

The spectral function is

$$A(\omega)=\frac1\pi\operatorname{Re}\int_0^\infty e^{i\omega t+C(t)}dt. \tag{10}$$

Use $N$ frequencies $\omega_k=kh$, $-N/2\le k<N/2$, and times $t_n=n\,\delta t$, $0\le n<N$, with $h\,\delta t=2\pi/N$. The trapezoidal rule gives $t=0$ half weight. Extending the signal by $C(-t)=C(t)^*$ shows why this works: the sum becomes half of a two-sided Fourier sum. For a fully decayed signal it equals $A$ plus its copies displaced by multiples of $2\pi/\delta t=Nh$. The frequency range must therefore contain all relevant satellites, not just the support of $\beta$.

```
input: beta[k] in FFT order, h, s
w = FFT frequencies;  t[n] = n*2*pi/(N*h);  dt = t[1]
b0 = beta[0]
b1 = (beta[-2]-8*beta[-1]+8*beta[1]-beta[2])/(12*h)
b2 = (-beta[-2]+16*beta[-1]-30*b0+16*beta[1]-beta[2])/(12*h^2)
r[k] = (beta[k]-(b0+b1*w[k])*exp(-w[k]^2/(2*s^2)))/w[k]^2, k != 0
r[0] = b2/2 + b0/(2*s^2)
R = h*FFT(r)                    # kernel exp(-i*w*t)
M = h*sum(w*r)
C = C0(t) + C1(t) + R - R[0] + i*t*M
f = exp(C);  f[0] = f[0]/2
A = (N*dt/pi)*Re(IFFT(f))       # IFFT contains 1/N
```

The cost is two FFTs, $O(N\log N)$, and a few arrays of length $N$. Direct quadrature of (1) at every time costs $O(N^2)$ when the two grids have comparable size.

## Sum rules and what they detect

Equation (10) is inverted by $e^{C(t)}=\int A(\omega)e^{-i\omega t}d\omega$. Expanding the kernel of (1) gives

$$C(t)=\sum_{n\ge2}\frac{(-it)^n}{n!}\kappa_n,\qquad \kappa_n=\int\omega^{n-2}\beta(\omega)\,d\omega,$$

as far as the integrals converge. There is no constant or linear term, so the norm is 1 and the mean is 0, that is, $e_0$. The second and third moments are $\kappa_2$ and $\kappa_3$. At fourth order, $e^C$ contains $t^4(\kappa_4/24+\kappa_2^2/8)$; multiplication by $4!$ gives the fourth moment $\kappa_4+3\kappa_2^2$.

The norm has no diagnostic value for $C$ on the full FFT grid. Summing over $k$ removes every time except $t=0$:

$$h\sum_kA_k=\frac{h\,\delta t\,N}{\pi}\,\frac12=1,$$

whatever $C$ is at later times. The norm detects a wrong weight at $t=0$; the higher moments test $C$ near the origin. Apart from a signal surviving to $t\approx T=2\pi/h$, which the periodic sum folds onto the origin, they say little about smooth errors at later times. A jump or an isolated wrong value there can change them, because its transform reaches the edges of the frequency range, where the powers of $\omega$ are large. The moments should therefore be joined by a comparison of $C$ with direct quadrature.

Nonnegativity is a further condition. Divide $\beta$ into bins of weight $h\beta_j$. A bin at $\omega_j\ne0$ contributes a phase times $\exp[\lambda_j(e^{-i\omega_jt}-1)]$, $\lambda_j=h\beta_j/\omega_j^2$, the transform of a Poisson distribution. The zero bin contributes $e^{-hb_0t^2/2}$, the transform of a Gaussian. Products in time are convolutions in frequency, so $A\ge0$ when $\beta\ge0$.

## A plasmon satellite with a damped quasiparticle

The model $\beta$ is the sum of two Gaussians: a plasmon peak of area 40 eV², centre −10 eV and width 1 eV, and an electron-hole background of area 2 eV², centre −4 eV and width 3 eV. Widths are standard deviations. These are round model parameters for a hole-like spectrum. The grid has $h=0.02$ eV and $N=16384$, hence a range of ±163.84 eV.

At zero the plasmon term is negligible, and

$$b_0=\frac{2}{3\sqrt{2\pi}}e^{-16/18}=0.1093\ \text{eV},\qquad
b_1=-\frac49\,b_0/\text{eV}=-0.0486.$$

Thus $\Gamma=\pi b_0=0.3435$ eV. The long-time decay of $|e^C|^2$ has lifetime $\hbar/(2\Gamma)=0.958$ fs. The other results of (8) are $\Delta=4.551$ eV, $|Z|=0.659$ and $\varphi=0.1527$. An independent closed-form self-energy confirms all of them.

Equation (9) predicts a maximum at $4.551-0.3435\tan(0.0763)=4.525$ eV with height $0.607$ eV⁻¹. The full spectrum has its grid maximum at 4.52 eV with height 0.610 eV⁻¹; the positions agree within the grid step of 0.02 eV, and the part of the signal outside (9) supplies the difference in height.

The first two satellites peak at −5.38 and −15.18 eV. The first lies 9.90 eV below the quasiparticle, although $\beta$ peaks at −10 eV. Two effects account for this. The factor $1/\omega^2$ moves the maximum of the plasmon term to the root of $\omega^2+10\omega+2=0$ (in eV), which is −9.80 eV. The asymmetry in (9) moves it back. To first order in the plasmon term, the satellite is the line (9) convolved with $\beta/\omega^2$. Approximate the latter by a Gaussian $p(y)=e^{-y^2/2}/\sqrt{2\pi}$ of width 1 eV and let $\Gamma\to0$, so that (9) becomes $|Z|[\cos\varphi\,\delta(x)-(\sin\varphi/\pi)\,P(1/x)]$. For small $y$, $P\!\int p(y-x)/x\,dx\simeq y\int p'(-x)/x\,dx=y\int p\,dx=y$. After multiplication by $\sqrt{2\pi}$, the satellite near its centre is proportional to $\cos\varphi\,(1-y^2/2)-\sqrt{2/\pi}\,y\sin\varphi$, with $y$ in eV. Its maximum is at $y=-\sqrt{2/\pi}\tan\varphi=-0.12$. The quasiparticle itself has moved by −0.03 eV, so the estimated separation is $-9.80-0.12+0.03=-9.89$ eV. The estimate neglects $\Gamma=0.34$ eV against the width of 1 eV, and the peaks are located only to the grid step of 0.02 eV, so the comparison is meaningful to a few hundredths of an eV.

The moment integrals, in powers of eV, are

$$\kappa_2=40+2=42,\quad \kappa_3=-400-8=-408,\quad \kappa_4=40(101)+2(25)=4090.$$

The fourth moment is $4090+3(42)^2=9382$ eV⁴. The FFT spectrum reproduces these values to all printed digits. Its smallest value, about $-10^{-16}$ eV⁻¹, is negative by rounding. Direct quadrature of (1), followed by time quadrature, agrees with the FFT spectrum to $5\times10^{-13}$ eV⁻¹ at four frequencies. That reference needs fine time panels: with panels of 1 eV⁻¹ the difference rises to $5\times10^{-8}$ eV⁻¹; the agreement quoted above is for panels of 0.25 eV⁻¹.

## Stability and failure modes

**Errors in the subtraction constants.** Suppose $b_0$ is replaced by $b_0+\epsilon$ in both reference and remainder. The reference gains the full contribution of $\epsilon g$, while the grid remainder loses it without its zero point. By the argument behind (2), $C$ changes by $-h\epsilon t^2/2$. Omitting the singular point without subtraction is the case $\epsilon=-b_0$. In the example this adds 0.437 to $C$ at $t=20$ eV⁻¹. With the signal cut at $T/2$, before the revival, the main peak rises by 1.9%. The norm stays 1, but the variance falls by $hb_0=0.002187$ eV².

An error in $b_1$ cancels in $C$ before periodic images enter, because $\omega$ times the kernel vanishes at zero. The value $r(0)$ cancels between $R(t)$ and $R(0)$. Both still affect the extracted $Z$, and $b_1$ also affects $\Delta$. Noisy data can thus give a good spectrum and a poor $Z$.

On a uniform grid one may instead omit the zero point and add its limit, $-hb_0t^2/2$, afterwards. This is valid for $C$ until periodic images enter; the subtraction has the advantage of supplying (8).

**Too short a time window.** Cutting the long-time signal at $T$ changes the spectrum by at most $|Z|e^{-\Gamma T}/(\pi\Gamma)$. The FFT also makes $R$ periodic, so its early-time values reappear near $T$, suppressed by the same exponential. On the fine grid $\Gamma T=107.9$. With $h=0.2$ eV it is 10.79; the tail estimate is $1.3\times10^{-5}$ eV⁻¹ and the largest observed error $7\times10^{-6}$ eV⁻¹. For small $\Gamma$, reduce $h$ at fixed $Nh$, which increases $N$ as $1/\Gamma$.

**A threshold at the level.** If $\beta\simeq a\omega\theta(\omega)$ near zero, the slope is discontinuous and (4) fails. At long times the region $\omega>1/t$ contributes $-a\int_{1/t}d\omega/\omega$, so $\operatorname{Re}C\simeq-a\ln t$ to leading logarithm. The integrand of (1) then starts as $-a\omega t^2/2$ on one side of zero only, and this kink gives a plain grid sum an error of about $h^2at^2/24$ in $C$. The sum is therefore usable for $t\ll1/h$; at longer times the singular part calls for its own analytic reference. Because the signal decays only as a power, an unbroadened spectrum also needs the part of the time integral beyond $T$.

**Artificial broadening and slow tails.** A self-energy computed with finite Lorentzian broadening has a contaminated $\beta(0)$, and hence a contaminated linewidth. Its $\beta$ also acquires $1/\omega^2$ tails, for which $\kappa_4$ diverges. A fourth moment that grows with the frequency range is then a property of the input, not an FFT error. Negative values of $\beta$, for instance from a poor continuation to real frequencies, remove the guarantee that $A\ge0$.

The full set of values and error measures is in the numerical output below.

## Values computed for the example and the checks

```
plasmon: area 40.0 eV^2, centre -10.0 eV, width 1.0 eV
background: area 2.0 eV^2, centre -4.0 eV, width 3.0 eV
frequency step h: 0.020 eV; grid points: 16384
frequency range: +/- 163.84 eV
time step: 0.019175 1/eV; period T: 314.159 1/eV
subtraction widths s tested: 2.0 and 4.0 eV
beta(0): 0.109340 eV
beta slope at zero: -0.048596 (dimensionless)
regular remainder r(0): 0.018392 1/eV
quasiparticle shift Delta: 4.551190 eV
half width Gamma: 0.343502 eV
population lifetime 1/(2 Gamma): 1.45560 1/eV
population lifetime: 0.95809 fs
Gamma T: 107.914 (dimensionless)
Re Sigma slope: -0.417058 (dimensionless)
Im Sigma slope = phase of Z: 0.152668 rad
|Z|: 0.658983; Re Z: 0.651318 (dimensionless)
C at t=0.99709 1/eV: -0.993547 -4.468113 i (dimensionless)
quasiparticle peak: 4.52 eV, height 0.6103874 1/eV
satellite 1 peak: -5.38 eV, height 0.0849272 1/eV
satellite 2 peak: -15.18 eV, height 0.0135101 1/eV
satellite 1 minus quasiparticle: -9.90 eV
maximum of beta/w^2 near plasmon: -9.80 eV
A at starting level: 0.00915737 1/eV
norm: 1.0000000000 (dimensionless)
mean: -4.55e-15 eV
central moment 2: 42.000000 eV^2; from beta 42.000000 eV^2
central moment 3: -408.000000 eV^3; from beta -408.000000 eV^3
central moment 4: 9382.000000 eV^4; from beta 9382.000000 eV^4
minimum of A: -9.39e-17 1/eV
boson-model error: 4.47e-16 (dimensionless)
C error, direct quadrature: 6.70e-14 (dimensionless)
C change with s: 2.28e-13 (dimensionless)
A difference, time panels 1.00 1/eV: 5.29e-08 1/eV
A difference, time panels 0.25 1/eV: 5.37e-13 1/eV
omitted point: C error at t=19.9993 1/eV is 0.437328
omitted point: norm 1.0000000000 (dimensionless)
omitted point: variance 41.997813 eV^2
omitted point: variance loss 0.002187 eV^2
predicted variance loss h beta(0): 0.002187 eV^2
omitted point: main height 0.6221334 1/eV
coarse step: 0.20 eV; points: 2048
coarse Gamma T: 10.7914 (dimensionless)
coarse maximum A error: 7.276e-06 1/eV
quasiparticle tail estimate: 1.256e-05 1/eV
```
